# Permittivity maximum of a second-order ferroelectric under constant bias field

A ferroelectric film is uniformly polarized along one axis, and \(P\) is its polarization. The electric field \(E>0\) inside the film is held constant along this axis while the temperature \(T\) is varied. The free-energy density is

\[
F(P)=\tfrac12 a\,t\,P^2+\tfrac14 bP^4-EP,\qquad t=T-T_0,\qquad a,b>0 .
\]

Here \(T_0\) is the Curie temperature, and \(a\) and \(b\) do not depend on temperature. At zero field this energy describes a second-order transition at \(T_0\). The treatment is mean-field: \(P\) takes the value that minimizes \(F\).

SI units are used. The permittivity is measured with a small, slow signal added to the bias:

\[
\varepsilon=\varepsilon_b+\frac{\chi}{\varepsilon_0},\qquad \chi=\left(\frac{\partial P}{\partial E}\right)_T ,
\]

where \(\varepsilon_b\) is a constant background. The Curie constant is \(C=1/(\varepsilon_0 a)\). The question is where \(\varepsilon(T)\) has its maximum, and what that maximum means.

## (a) Which state does the film occupy?

**Show that at every temperature there is one equilibrium state with \(P>0\), and that it has the lowest free energy.**

**Solution.** Setting \(\partial F/\partial P=0\) gives the equation of state

\[
a t P+bP^3=E. \tag{1}
\]

For \(P>0\), divide by \(P\):

\[
a t+bP^2=\frac{E}{P}.
\]

The left side rises with \(P\) from \(at\) to infinity. The right side falls from infinity to zero. They cross once, whatever the sign of \(t\), so there is one positive root.

This root is the minimum of \(F\) on the positive side, because \(F'(0)=-E<0\) and \(F\) grows as \(P^4\) at large \(P\). States with negative polarization lie higher than their mirror images:

\[
F(-P)-F(P)=2EP>0 .
\]

The positive root is therefore the lowest minimum overall.

Below \(T_0\), a weak field also allows a metastable state with \(P\) opposed to \(E\). We assume that the film has been poled and stays on the parallel branch. The argument uses \(b>0\): for negative \(b\) the left side above need not rise, several positive roots can exist, and the results below do not apply.

## (b) Can temperature be eliminated?

**Find \(\chi\), and express it through \(P\) and \(E\) alone.**

**Solution.** Differentiate (1) with respect to \(E\) at fixed temperature:

\[
(at+3bP^2)\,\frac{\partial P}{\partial E}=1
\quad\Longrightarrow\quad
\frac1\chi=at+3bP^2. \tag{2}
\]

The two terms compete on cooling. The first falls, which softens the response; the second rises because \(P\) grows, which stiffens it.

From (1),

\[
at=\frac EP-bP^2. \tag{3}
\]

Inserting this in (2) gives

\[
\frac1\chi=\frac EP+2bP^2. \tag{4}
\]

At fixed \(E\), equation (3) also gives

\[
\frac{d(at)}{dP}=-\frac{E}{P^2}-2bP<0 .
\]

Each temperature thus corresponds to one \(P\), and \(P\) falls steadily on heating. Searching for the maximum of \(\chi\) over temperature is the same as searching for the minimum of (4) over \(P\).

## (c) Where is the maximum, and how high is it?

**Find the temperature and the height of the permittivity maximum as functions of \(E\).**

**Solution.** The first two derivatives of (4) at fixed \(E\) are

\[
\frac{d}{dP}\frac1\chi=-\frac E{P^2}+4bP,\qquad
\frac{d^2}{dP^2}\frac1\chi=\frac{2E}{P^3}+4b>0 .
\]

The function is convex, so its one stationary point is its only minimum:

\[
P_m^3=\frac{E}{4b}. \tag{5}
\]

Equation (5) means \(E/P_m=4bP_m^2\). Put this in (3):

\[
at_m=4bP_m^2-bP_m^2=3bP_m^2 .
\]

With \(P_m=(E/4b)^{1/3}\), the peak temperature \(T_m=T_0+t_m\) obeys

\[
\boxed{\,T_m-T_0=\frac{3b}{a}\left(\frac{E}{4b}\right)^{2/3}
=\frac{3\,b^{1/3}}{4^{2/3}\,a}\,E^{2/3}\,} \tag{6}
\]

The shift is positive and proportional to \(E^{2/3}\). Within this model the law holds at any field, not only at small ones. A constant \(\varepsilon_b\) raises the curve without moving its maximum. No \(\varepsilon_0\) appears in (6), so the formula has the same form in Gaussian units, where \(\varepsilon=\varepsilon_b+4\pi\,\partial P/\partial E\).

The height follows from (4):

\[
\frac1{\chi_m}=4bP_m^2+2bP_m^2=6bP_m^2=2at_m,
\qquad
\frac{\chi_m}{\varepsilon_0}=\frac{C}{2t_m}\propto E^{-2/3}. \tag{7}
\]

As \(E\to0\) the peak moves to \(T_0\) and its height diverges, as expected at a second-order transition in mean-field theory.

## (d) What is the shape of the peak?

**Show that the curves for all fields have one shape. Find the value at \(T_0\), the width, and the limits far from the peak.**

**Solution.** Let \(p=P/P_m\) and replace \(E\) by \(4bP_m^3\). Equation (3) becomes \(at=bP_m^2(4/p-p^2)\), and (4) becomes \(1/\chi=2bP_m^2(2/p+p^2)\). Dividing by \(at_m=3bP_m^2\) and by \(1/\chi_m=6bP_m^2\) respectively gives

\[
\frac{t}{t_m}=\frac13\left(\frac4p-p^2\right),\qquad
\frac{\chi_m}{\chi}=\frac13\left(\frac2p+p^2\right). \tag{8}
\]

The field has dropped out: it sets the scales \(t_m\) and \(\chi_m\), but not the shape.

*At \(T_0\).* Here \(4/p=p^2\), so \(p^3=4\). Then \(p^2=4/p\), and

\[
\frac{\chi_m}{\chi(T_0)}=\frac13\cdot\frac6p=\frac{2}{4^{1/3}}=2^{1/3},
\qquad \frac{\chi(T_0)}{\chi_m}=0.794 .
\]

*Half height.* Setting \(\chi_m/\chi=2\) gives \(2/p=6-p^2\), or

\[
p^3-6p+2=0 .
\]

The positive roots are \(p=0.3399\) and \(p=2.2618\). Since \(4/p=12-2p^2\) at these points, (8) gives \(t/t_m=4-p^2\), that is, \(3.88\) and \(-1.12\). The full width is \(5.00\,t_m\), five times the shift itself. Measuring the shift means locating the top of a broad maximum.

*Near the top.* Put \(p=1+q\) with small \(q\). To the leading orders needed,

\[
\frac{t}{t_m}\approx1-2q,\qquad \frac{\chi_m}{\chi}\approx1+q^2 ,
\]

and therefore

\[
\chi\approx\chi_m\left[1-\frac{(t-t_m)^2}{4t_m^2}\right]. \tag{9}
\]

*Far above the peak.* For \(p\to0\), \(t/t_m\approx4/(3p)\) and \(\chi_m/\chi\approx2/(3p)=t/(2t_m)\). With (7), \(\chi\approx1/(at)\), the Curie–Weiss law.

*Far below \(T_0\).* For \(p\to\infty\), \(t/t_m\approx-p^2/3\) and \(\chi_m/\chi\approx p^2/3=|t|/t_m\). Hence \(\chi\approx1/(2a|t|)\), the zero-field result for the polarized phase. Bias matters when \(|t|\) is not large compared with \(t_m\).

## (e) Has the phase transition moved?

**Decide whether \(T_m\) is a transition temperature, and find where \(P\) falls most steeply on heating.**

**Solution.** By (4), \(1/\chi>0\) at every temperature when \(E>0\). Equation (1) can then be solved for a smooth \(P(T)\), without a jump or a singularity. On the equilibrium branch there is no transition left to move; \(T_m\) marks the best compromise between the two terms in (2).

The slope of \(P(T)\) confirms this reading. Differentiate (1) with respect to \(T\) at fixed \(E\):

\[
aP+(at+3bP^2)\frac{\partial P}{\partial T}=0
\quad\Longrightarrow\quad
-\frac{\partial P}{\partial T}=aP\chi .
\]

With (8),

\[
P\chi=P_m\chi_m\,\frac{3p}{2/p+p^2}=3P_m\chi_m\,\frac{p^2}{2+p^3},
\]

and

\[
\frac{d}{dp}\frac{p^2}{2+p^3}=\frac{2p(2+p^3)-3p^4}{(2+p^3)^2}
=\frac{p(4-p^3)}{(2+p^3)^2}.
\]

This changes from positive to negative at \(p^3=4\), which is \(t=0\) by part (d). In this model the steepest fall of \(P\), and so the largest pyroelectric response at constant field, stays at \(T_0\) for every field, while the permittivity maximum moves away. This coincidence belongs to the quartic energy: with the sixth-order term of part (g), the steepest fall lies where \(E=bP^3+6gP^5\), that is at \(at=5gP^4\), which for the values used there is 25 K above \(T_0\) at 1 MV/cm.

## (f) How large is the shift in a thin film?

**Take \(T_0=450\) K, \(C=10^4\) K, \(\varepsilon_b=20\), and a spontaneous polarization \(P_s=15\) uC/cm2 at 300 K. Evaluate the maximum at 1 MV/cm.**

**Solution.** At zero field (1) gives \(P_s^2=a(T_0-T)/b\). With \(P_s=0.15\) C/m²,

\[
\frac ba=\frac{150\ \text{K}}{(0.15\ \text{C/m}^2)^2}=6667\ \text{K m}^4/\text{C}^2 .
\]

The coefficients are \(a=1.129\times10^7\) V m/(C K) and \(b=7.529\times10^{10}\) V m⁵/C³. For \(E=10^8\) V/m,

\[
P_m=\left(\frac{10^8}{4\times7.529\times10^{10}}\right)^{1/3}\text{C/m}^2
=0.0693\ \text{C/m}^2=6.93\ \text{uC/cm2},
\]

\[
t_m=3\times6667\times(0.06925)^2\ \text{K}=95.9\ \text{K},\qquad T_m=546\ \text{K},
\]

\[
\varepsilon_m=20+\frac{10^4}{2\times95.9}=72.1 .
\]

A direct numerical search, with \(\chi\) taken from finite differences of the solved equation of state, gives these maxima:

- 0.25 MV/cm: shift 38.1 K, peak permittivity 151
- 0.50 MV/cm: shift 60.4 K, peak permittivity 103
- 1.00 MV/cm: shift 95.9 K, peak permittivity 72
- 2.00 MV/cm: shift 152.2 K, peak permittivity 53

Four times the field, from 0.25 to 1 MV/cm, multiplies the shift by \(4^{2/3}=2.52\). At 1 MV/cm the half-height points of \(\chi\) are at 343 K and 823 K, so the maximum is very flat.

At 300 K, far below the maximum, the bias lowers the permittivity from 53.3 at zero field to 42.1 at 1 MV/cm. The ideal coercive field at 300 K, where the antiparallel state loses stability, is 0.98 MV/cm. At weaker bias the room-temperature result needs a poled film.

## (g) What changes in a real capacitor?

**Estimate the effect at 1 MV/cm of a sixth-order energy term, an interface layer, a drifting background, and random grain orientation. Then compare the model with hafnia films.**

**Solution.** *Sixth-order term.* Add \(gP^6/6\) with \(g>0\). The equation of state gains \(gP^5\), and \(1/\chi\) gains \(5gP^4\). Eliminating \(at\) as before,

\[
at=\frac EP-bP^2-gP^4,\qquad \frac1\chi=\frac EP+2bP^2+4gP^4 .
\]

Minimizing the second expression over \(P\) gives

\[
E=4bP^3+16gP^5,\qquad at_m=3bP^2+15gP^4. \tag{10}
\]

Let \(r=gP_m^2/b\), with \(P_m\) still given by (5). To first order in \(r\), the first equation gives \(P\approx P_m(1-4r/3)\), so \(P^2\approx P_m^2(1-8r/3)\). The second then gives

\[
at_m\approx3bP_m^2\left(1-\tfrac83r+5r\right)=3bP_m^2\left(1+\tfrac73r\right).
\]

Keep \(a\) and \(b\) at their values from part (f), and suppose the sixth-order force is 20 % of the quartic force at \(P=15\) uC/cm2. Then \(r=0.20\times(6.93/15)^2=0.043\), and the estimated increase is 9.9 %. The full numerical solution gives 8.4 %, or a shift of 104 K. With \(b\) held fixed, the added term also lowers the zero-field polarization at 300 K; if \(b\) were instead reduced to keep that polarization at 15 uC/cm2, the increase would be smaller, because the leading shift is proportional to \(b^{1/3}\). In the other limit, \(b=0\), equations (10) give \(P\propto E^{1/5}\) and \(t_m\propto E^{4/5}\): the two-thirds power belongs to the quartic term.

*Interface layer.* Let a linear layer of thickness \(d_i\) and permittivity \(\varepsilon_i\) lie in series with a film of thickness \(d\). The voltage \(V\) is now fixed, not the film field. Without free charge at the interface, the displacement \(D=\varepsilon_0\varepsilon_bE+P\) is the same in both, so \(V=Ed+Dd_i/(\varepsilon_0\varepsilon_i)\). With \(k=\varepsilon_bd_i/(\varepsilon_id)\),

\[
E=\frac{1}{1+k}\left(\frac Vd-\frac{d_i}{\varepsilon_0\varepsilon_id}P\right).
\]

Inserted in (1), the term in \(P\) adds to \(at\). It lowers the apparent Curie temperature by

\[
\Delta T_0=\frac{C\,d_i}{\varepsilon_i d\,(1+k)},
\]

while the driving field becomes \(V/[d(1+k)]\). Moreover,

\[
D=\frac{\varepsilon_0\varepsilon_b V/d+P}{1+k},
\]

so the capacitance peaks where \(\partial P/\partial V\) does. For \(d=10\) nm, \(d_i=0.5\) nm and \(\varepsilon_i=30\), \(\Delta T_0=16.1\) K and the peak at \(V/d=1\) MV/cm lies at 528 K instead of 546 K. The two-thirds law survives if the shift is counted from the lowered Curie temperature and the film stays uniform.

*Drifting background.* If \(\varepsilon_b\) rises by \(s\) per kelvin, the slope of (9) must balance it:

\[
\delta T\approx\frac{2s\,t_m^2}{\chi_m/\varepsilon_0}.
\]

For \(s=0.005\) per K the peak moves up by 1.8 K.

*Random grains.* Let uncoupled uniaxial grains point in all directions, and let \(u\) be the cosine between axis and field. Each grain feels \(Eu\) and contributes \(u^2\chi(T,Eu)\), averaged uniformly over \(0<u<1\). Numerically, the shift is multiplied by 0.705, which leaves about 68 K at 1 MV/cm. By (8) each contribution depends on temperature through \(t/(Eu)^{2/3}\), so the average keeps the two-thirds power.

*Comparison with hafnia films.* The parameters are round values in the rough regime of a doped hafnia film whose transition temperature has been lowered; they are not fitted to a measured film. Permittivities of such films are roughly 20 to 50, so the peaks calculated for aligned grains at fields up to 1 MV/cm, which are 72 and above, are high. For randomly oriented grains with the same background, the peak falls to 42 at 1 MV/cm and 55 at 0.5 MV/cm. The divergence at small field should not be expected in an inhomogeneous film. The peak at 546 K is also well above usual operating temperatures. Real films are commonly polycrystalline, and with the values assumed here random orientation is the largest of the four effects: it reduces the shift from 96 K to 68 K. This ranking depends on the interface, since a layer of 1 nm instead of 0.5 nm would lower the peak by about 35 K. Many films also show first-order or antiferroelectric-like behaviour, for which (6) has no standing; that error is not estimated here.

Two further limits concern the field itself. At a rough breakdown field of 4 MV/cm, (6) gives a shift of 242 K for grains aligned with the field, and the factor 0.705 for random orientation reduces it to about 170 K. These are model values, not firm limits: the sixth-order term used above would raise them to about 285 K and 200 K; a background slope of 0.005 per K, whose effect grows roughly as \(E^2\), would add about 29 K and 52 K to the quartic values; and a hot film may break down at a lower field. Ideal Schottky emission over an assumed 1.8 eV barrier gives a loss tangent of order \(10^{-6}\) at 1 kHz and the 1 MV/cm peak. This loss rises steeply with field and peak temperature, to about \(2\times10^{-4}\) at the 2 MV/cm peak and about 0.06 at the 4 MV/cm peak of aligned grains. Conduction through traps is not included and could be much larger in a hot film.

## Values computed for the example and the checks

```
T0 = 450 K, Curie constant = 10000 K, background = 20
P_s at 300 K = 15.0 uC/cm2
a = 1.1294e+07 V m/(C K), b = 7.5294e+10 V m^5/C^3
ideal coercive field at 300 K = 0.978 MV/cm
Numerical maxima: field, shift, P, peak eps (with background)
  0.01 MV/cm: 4.45 K, 1.492 uC/cm2, 1143.3
  0.25 MV/cm: 38.06 K, 4.362 uC/cm2, 151.4
  0.50 MV/cm: 60.41 K, 5.496 uC/cm2, 102.8
  1.00 MV/cm: 95.90 K, 6.925 uC/cm2, 72.1
  2.00 MV/cm: 152.23 K, 8.724 uC/cm2, 52.8
shift by formula at 1 MV/cm = 95.90 K
fitted exponent of shift = 0.66667
fitted exponent of peak susceptibility = -0.66667
Details at 1 MV/cm:
peak temperature = 545.90 K, peak susceptibility = 52.14
susceptibility at T0 / peak = 0.7937
half-height roots p = 0.3399, 2.2618
half-height temperatures = 343.0 K, 822.5 K
full width / shift = 5.000
P at T0 = 10.992 uC/cm2
largest |dP/dT| found at 450.00 K
eps at 300 K, zero field = 53.3
eps at 300 K, 1 MV/cm = 42.1
eps at 400 K, 1 MV/cm = 53.3
Neglected effects at 1 MV/cm:
sixth-order share at P_s(300 K) = 0.20 of quartic force
  shift with it = 103.99 K, change = 8.4 %
  first-order estimate of change = 9.9 %
film 10 nm, interface 0.5 nm, its eps = 30
  T0 lowered by 16.13 K, peak at 527.70 K
background slope 0.005 per K moves peak by 1.77 K
random grains: shift factor = 0.705
thermal fluctuations, 10 nm cube: peak moves -0.13 K
thermal fluctuations, 3 nm cube: peak moves -4.76 K
rough breakdown field = 4 MV/cm
  formula shift at breakdown = 242 K
barrier = 1.8 eV, optical eps = 4.5, mass = 0.2 m_e
  Schottky current at peak = 3.9e-08 A/cm2
  its loss tangent at 1 kHz = 1.8e-06
  tunnelling exponent = 51.9, factor = 2.8e-23
```
